The KKR-CPA equations and component densities of a random alloy

**1. Result and assumptions**

The sites of a rigid lattice are occupied independently, by component α with probability c_α. Each site carries a spherical muffin-tin potential v_α that depends on its own occupant and does not overlap its neighbours. Energies are measured from the constant potential between the wells.

Let t_α be the single-site t-matrix, m_α = t_α⁻¹, and g the structure constants. The coherent-potential approximation (CPA) replaces the alloy by a periodic medium with one matrix m_c on every site:

τ_c = (1/Ω) ∫ d³k [m_c − g(k)]⁻¹ (1)

τ_α = D_α τ_c, D_α = [1 + τ_c(m_α − m_c)]⁻¹ (2)

Σ_α c_α τ_α = τ_c (3)

Ω is the volume of the Brillouin zone, and all quantities are matrices in the partial-wave index L. The density of states at point r of an α site is

n_α(r,E) = −(1/π) Im [ Σ_LL' Z^α_L(r) (D_α τ_c)_LL' Z^α_L'(r) − Σ_L Z^α_L(r) J^α_L(r) ] (4)

and the mean density is n = Σ_α c_α n_α.

Equation (3) concerns the site-diagonal block. It defines an approximation, whose error is found in section 6. The word projector, which the program uses for D_α, is only a label: in general D_α² ≠ D_α.

**2. Free waves and one site**

The algebra uses atomic units, one spin, and an energy E with a small positive imaginary part; κ² = 2E with Im κ > 0. The free Green function obeys (E + ½∇²)G0 = δ and separates as

G0(r,r') = Σ_L J_L(r<) H_L(r>), (5)

where r< and r> are the points nearer to and farther from the site centre. In three dimensions G0 = −exp(iκ|r−r'|)/(2π|r−r'|), which gives J_L = j_l Y_L and H_L = −2iκ h_l Y_L with real harmonics. In one dimension G0 = exp(iκ|x−x'|)/(iκ). For |x| > |x'| and s = sgn x,

G0 = e^{iκ|x|} (cos κx' − i s sin κx')/(iκ),

so that J_0 = cos κx, J_1 = sin κx, H_0 = e^{iκ|x|}/(iκ) and H_1 = −s e^{iκ|x|}/κ. These two waves, even and odd, form a complete set.

The scattering solution obeys ψ_L = J_L + ∫ G0 v ψ_L. Outside the well, (5) turns this into

ψ_L = J_L + H_L t_L, t_L = ∫ J_L v ψ_L. (6)

A spherical well does not mix partial waves, so t and m = t⁻¹ are diagonal. Let H^α_L and J^α_L be the solutions inside the well that join smoothly to H_L and J_L outside. Both are in general irregular at the centre. Since (6) holds outside, and a solution is fixed by its value and slope at the boundary, ψ_L = J^α_L + H^α_L t_L holds inside too.

The Green function of one isolated well is

G_s(r,r') = Σ_L ψ_L(r<) H^α_L(r>). (7)

It is regular at the centre and outgoing at infinity. Its jump in slope at r = r' is set by the Wronskian of ψ_L and H^α_L. That Wronskian is constant apart from the usual factor r², and outside it equals that of J_L and H_L, because the part H_L t_L drops out. The jump is therefore that of G0.

**3. Many sites: the path operator**

For points r and r' measured from the centres of two different sites n and m, G0 is regular in both and can be expanded as

G0(r+R_n, r'+R_m) = Σ_LL' J_L(r) g^{nm}_LL' J_L'(r'). (8)

Comparing with (5), taken about site m, gives H_L'(r+R_n−R_m) = Σ_L J_L(r) g^{nm}_LL'. Thus g turns an outgoing wave from m into a wave incident on n. We set g^{nn} = 0.

In one dimension, with R = R_n − R_m > 0,

G0 = e^{iκR} (J_0 + iJ_1)(J_0' − iJ_1')/(iκ),

so g^{nm} = [e^{iκR}/(iκ)] [[1, −i],[i, 1]]. For R < 0 one uses |R| and the transposed matrix.

Put a unit source at r' on site n. By (7) it sends out waves H_L with amplitudes s_L = ψ_L(r'). Let a^k be the amplitudes incident on site k from the other sites, and b^k all those leaving it:

a^k = Σ_j g^{kj} b^j, b^k = t_k a^k + δ_kn s.

Multiply the second equation by m_k and insert the first:

Σ_j (m_k δ_kj − g^{kj}) b^j = δ_kn m_n s.

With the scattering path operator

τ = (m − g)⁻¹, (9)

a matrix in site and L, this gives b^n = τ^{nn} m_n s. Hence

a^n = m_n (b^n − s) = (m_n τ^{nn} m_n − m_n) s.

The Green function on site n is the isolated-site part plus the response to a^n:

G(r,r') = Σ_L ψ_L(r<)H^α_L(r>) + Σ_LL' ψ_L(r)(m_n τ^{nn} m_n − m_n)_LL' ψ_L'(r').

Define Z_L = ψ_L m_L, which equals J_L m_L + H_L outside the well. The term with τ becomes Σ Z τ Z. The other two combine, because ψ_L = Z_L t_L:

Σ_L Z_L(r<) [t_L H^α_L(r>) − ψ_L(r>)] = −Σ_L Z_L(r<) J^α_L(r>).

Therefore

G(r,r') = Σ_LL' Z_L(r) τ^{nn}_LL' Z_L'(r') − Σ_L Z_L(r<) J^α_L(r>). (10)

For an isolated site τ = t, and Z_L(r<)[t_L Z_L(r>) − J^α_L(r>)] = Z_L(r<) t_L H^α_L(r>), which returns (7).

In three dimensions (10) is used inside the muffin-tin sphere. In the corners of a cell the convergence of the L sums needs separate care, and a calculation truncates L. The one-dimensional example has neither difficulty.

**4. The medium and one foreign site**

In the medium m_c is the same on every site, so Bloch sums diagonalize (9) in the site index. With g(k) = Σ_{m≠n} g^{nm} exp[−ik·(R_n−R_m)], the medium's path operator P has blocks

P^{nm} = (1/Ω) ∫ d³k [m_c − g(k)]⁻¹ exp[ik·(R_n−R_m)],

and P^{nn} = τ_c is equation (1).

Now replace m_c by m_α on site 0 alone. The matrix to be inverted becomes P⁻¹ + Δ, where Δ has the single block m_α − m_c at site 0. Let τ' be the new inverse. Multiplying (P⁻¹ + Δ)τ' = 1 by P from the left gives τ' = P − PΔτ'. The blocks of row 0 read

τ'^{0n} = P^{0n} − τ_c(m_α − m_c) τ'^{0n},

and therefore

τ'^{0n} = D_α P^{0n}, D_α = [1 + τ_c(m_α − m_c)]⁻¹. (11)

For n = 0 this is (2). The order matters when the matrices do not commute: this D_α stands on the left. Inverting the site block gives the equivalent form

τ_α⁻¹ = τ_c⁻¹ + m_α − m_c. (12)

Writing λ = m_c − τ_c⁻¹, one has τ_α = (m_α − λ)⁻¹. The surroundings enter through the same matrix λ for every component.

**5. The self-consistency condition**

Consider a complete random configuration. Let d_i = m_c − m_i, where m_i belongs to the occupant of site i. Then τ = (P⁻¹ − d)⁻¹ = P + P T P, with

T = d + d P T. (13)

Let T_i be row i of T and e_i the row with the unit matrix at site i. Separating the term j = i,

(1 − d_i τ_c) T_i = d_i (e_i + Σ_{j≠i} P^{ij} T_j).

With

X_i = (1 − d_i τ_c)⁻¹ d_i = (d_i⁻¹ − τ_c)⁻¹ (14)

this becomes T_i = X_i(e_i + Σ_{j≠i} P^{ij}T_j). The first form of X_i remains usable if d_i has no inverse. Iteration gives the sequences

T = Σ_i X_i + Σ_{i≠j} X_i P^{ij} X_j + Σ_{i≠j, j≠k} X_i P^{ij} X_j P^{jk} X_k + … (15)

in which neighbouring factors belong to different sites. Successive scatterings on one site, with no other site in between, are already summed inside X_i. A sequence can still return to a site after visiting another.

The medium would reproduce the averaged path operator if ⟨T⟩ = 0. The single-site approximation asks for less, that one site embedded in the medium should not scatter on average:

Σ_α c_α X_α = 0. (16)

To connect this with (3), write d_α = m_c − m_α and expand (2):

τ_α = (1 − τ_c d_α)⁻¹ τ_c = τ_c + τ_c d_α(1 − τ_c d_α)⁻¹ τ_c = τ_c + τ_c X_α τ_c.

The last step uses d(1 − τ_c d)⁻¹ = (1 − dτ_c)⁻¹d, which follows from (1 − dτ_c)d = d(1 − τ_c d). Averaging gives

Σ_α c_α τ_α = τ_c + τ_c (Σ_α c_α X_α) τ_c.

If τ_c is invertible, as (12) already requires, (16) and (3) are equivalent, and (3) also implies Σ_α c_α D_α = 1.

Two limits are immediate. If c_A = 1, then τ_A = τ_c, and (12) gives m_c = m_A. If c_A is small in a host B, then d_B = m_c − m_B is of order c_A and X_B ≈ d_B, so to first order

m_c = m_B − c_A X_A,

with X_A evaluated in pure B. The medium is then the host plus independent scattering from single impurities.

**6. The size of the error**

Let the differences between the components be of order δ, so that X = O(δ), and assume that (15) converges. The occupations are independent. By (16), every term of (15) in which some site occurs once averages to zero. A surviving sequence must visit each of its sites at least twice without immediate repetition. With two factors this is impossible. With three, the pattern i j i leaves j single. With four, the pattern i j i j survives. The CPA error of ⟨τ⟩ is therefore generally of order δ⁴.

A simpler medium uses the average t-matrix, t̄ = Σ c_α t_α and m̄ = t̄⁻¹. With t_α = t̄ + ε_α and ⟨ε⟩ = 0,

d_α = m̄ε_αm̄ − m̄ε_αm̄ε_αm̄ + …

⟨X⟩ = ⟨d⟩ + ⟨dτ_c d⟩ + … = m̄⟨ε(m̄τ_c m̄ − m̄)ε⟩m̄ + …

The bracket m̄τ_c m̄ − m̄ is the amplitude returned to a site by its surroundings, as in section 3. It is generally nonzero, so this medium errs at order δ².

The omitted terms describe repeated scattering within groups of sites. They matter when δ is large or when a cluster resonates. Short-range order violates the independence used above, and so do potentials that depend on the neighbours. Neither is covered by the present equations.

**7. Component densities**

Fix component α on site 0 and average over the other sites. In the single-site approximation they are replaced by the medium, so τ^{00} becomes τ_α = D_α τ_c. Inserting this into (10) at r = r' gives G_α(r,r). A Green function has the form Σ_i |φ_i(r)|²/(E − E_i), and −(1/π) Im 1/(E − E_i) tends to δ(E − E_i) as Im E → 0⁺. This gives (4). Weighting with c_α gives the mean density, since a site holds α with that probability.

The conditional average is less accurate than the full one. With site 0 fixed, X_0 no longer averages to zero, and the sequence j 0 j survives at third order. When τ^{00} is also averaged over the occupant of site 0, this term vanishes by (16). In the mean density it is weighted by Z^α, which differs between the components by order δ, so a contribution of fourth order remains.

At real E > 0, away from energies where some t_L vanishes and m_L has a pole, the last term of (4) drops out. There Im H_L = −wJ_L, with w = 2κ in three dimensions and 1/κ in one, so outside the well Z_L = (m_L − iw)J_L + Re H_L. A regular solution of a real radial equation is real up to a constant factor. As Re H_L has coefficient 1, that factor is real, and so is Z_L; J^α_L is real as well. At complex energy both terms must be kept.

**8. Solving the equations**

For a trial m_c, compute τ_c from (1) and τ̄ = Σ c_α τ_α from (2). Then keep the surroundings λ fixed and choose the site matrix that would give τ̄. Since τ_c⁻¹ = m_c − λ, the new value is

m_c(new) = λ + τ̄⁻¹ = m_c + τ̄⁻¹ − τ_c⁻¹. (17)

At a fixed point τ̄ = τ_c, which is (3). Neither convergence nor uniqueness is proved here.

**9. A determinant as a cross-check**

The density can also be approached through Tr(G − G0) = d/dE ln det(1 − G0V). In one dimension this determinant converges. In three dimensions G0(r,r) is infinite, and the determinant must be read with the L sum truncated or with a regularization. On the wells, 1 − G0V has diagonal blocks 1 − G0v_n and off-diagonal blocks −J g^{nm} J v_m. Take the diagonal blocks out to the right. Their determinants are F_n, and the rest is 1 − J g J U, with U_m = v_m(1 − G0v_m)⁻¹. By (6), ∫ J U J = t. Using det(1 − AB) = det(1 − BA),

det(1 − G0V) = Π_n F_n · det(1 − g t) = Π_n F_n det t_n · det(m − g).

In the single-site approximation each site changes det(m_c − g) by its own factor det[1 + τ_c(m_α − m_c)]. Per site this gives the averaged Lloyd function

W = (1/Ω)∫d³k ln det[m_c − g(k)] + Σ_α c_α { ln det[1 + τ_c(m_α − m_c)] + ln det t_α + ln F_α }. (18)

Vary m_c, and τ_c with it, after writing 1 + τ_c(m_α − m_c) = τ_c τ_α⁻¹ by (12):

δW = Tr τ_c δm_c + Tr τ_c⁻¹δτ_c − Σ_α c_α Tr τ_α(τ_c⁻¹δτ_c τ_c⁻¹ + δm_c)

= Tr (τ_c − τ̄)δm_c + Tr τ_c⁻¹(τ_c − τ̄)τ_c⁻¹δτ_c.

This vanishes when (3) holds, so W is stationary at the CPA solution. The program tests, at one energy, that dW/dE plus the free trace per site equals Σ c_α ∫G_α over the cell. That equality is not derived here and nothing above depends on it.

**10. A one-dimensional alloy**

The model has lattice constant 3.0 Å and square wells of half width 0.8 Å, with depths of 10 eV for A and 7 eV for B. The concentrations are c_A = 0.3 and c_B = 0.7. These are round model parameters. The zone average becomes an average over 600 points in one dimension. At E = 6 + 0.5i eV the iteration (17) meets its tolerance after six updates of m_c; the printed count of 7 includes the final check. By symmetry τ_c is diagonal in parity. For the even wave, in eV Å,

τ_A = −4.6924 − 3.1546i, τ_B = −4.2074 − 2.2007i.

Their average is

0.3 τ_A + 0.7 τ_B = (−1.4077 − 2.9452) + (−0.9464 − 1.5405)i = −4.3529 − 2.4869i,

which is the printed τ_c. The factor for A is D_A = 1.1249 + 0.0821i, and

D_A τ_c = (−4.8966 + 0.2042) + (−2.7975 − 0.3574)i ≈ −4.692 − 3.155i,

which is τ_A. A diagonal projector would have entries 0 or 1, and this one does not. Also 0.3 D_A + 0.7 D_B = 1 to the printed accuracy.

The cell-integrated densities of states are 0.0813 for A and 0.0863 for B, per eV, site and spin. Their weighted mean is 0.3 × 0.0813 + 0.7 × 0.0863 = 0.0848, and the Lloyd derivative gives the same value. All these densities are broadened, because Im E = 0.5 eV.

The embedding was tested with one A well in a long B chain. Direct matching of waves, without partial waves or structure constants, gives the same G(x,x) across the cell, with a largest difference of 3 × 10⁻¹⁵ relative to the largest |G|.

The error orders were tested on a closed ring of six sites, by summing all 2⁶ = 64 configurations at E = 6 + 1i eV. Only waves that are periodic over the six sites are kept, so the zone average runs over six points. There g also links a site to itself around the ring, which leaves the algebra of sections 4 to 6 unchanged. An infinite alloy repeated with this period would be a different case: a site and its copies have the same occupant, so the occupations are not independent and an error of order δ² appears. The depths are 8 eV plus or minus a half splitting. Halving that from 0.10 to 0.05 eV lowers the CPA error of τ from 4.30 × 10⁻⁸ to 2.70 × 10⁻⁹ eV Å, a factor of 15.9. The error of the average-t medium falls from 2.47 × 10⁻⁴ to 6.21 × 10⁻⁵ eV Å, a factor of 4.0. Orders four and two predict 16 and 4.

A random chain of 60000 sites gives a comparison at the full splitting of 3 eV. Densities of states are per eV, site and spin:

Re E = 3 eV: CPA A 0.1366, B 0.1250; chain A 0.1368, B 0.1248
Re E = 6 eV: CPA A 0.0813, B 0.0863; chain A 0.0813, B 0.0863
Re E = 9 eV: CPA A 0.0677, B 0.0731; chain A 0.0677, B 0.0731

The largest difference is 0.18 per cent of the chain value, for A at 3 eV. There the A and B deviations have opposite signs and the mean differs by about 0.05 per cent. The sampling error of the chain was not estimated, so these differences cannot be divided into CPA error and sampling noise. The comparison does not probe structure much narrower than the 0.5 eV broadening. It also covers only energies above the zero of potential. The isolated wells bind levels near −5.7 eV (A) and −3.4 eV (B). The bands formed from these levels, where the omitted cluster terms are expected to matter more, were not compared, so the 0.18 per cent figure is not a bound for the whole spectrum.

Values computed for the example and the checks

```
lattice constant 3.0 angstrom, well half width 0.8 angstrom
well depths A -10.0 eV, B -7.0 eV
concentrations A 0.3, B 0.7; q points 600
worked energy 6.00+0.50j eV; CPA iterations 7
t_A: even -4.58995-3.23215j, odd -4.55123-3.96439j eV angstrom
t_B: even -4.14881-2.27026j, odd -3.54318-1.83582j eV angstrom
t_c: even -4.28203-2.55921j, odd -3.84115-2.47243j eV angstrom
tau_A: even -4.69239-3.15455j, odd -4.41198-4.02446j eV angstrom
tau_B: even -4.20737-2.20070j, odd -3.50119-1.88774j eV angstrom
tau_c: even -4.35287-2.48686j, odd -3.77443-2.52876j eV angstrom
D_A: even 1.12487+0.08205j, odd 1.29982+0.19540j (no unit)
D_B: even 0.94648-0.03516j, odd 0.87150-0.08374j (no unit)
density at centre of A: 0.01252 per eV per angstrom
density at centre of B: 0.01539 per eV per angstrom
DOS from component sum 0.0848218 per eV per site
DOS from Lloyd derivative 0.0848218 per eV per site
impurity G, largest relative difference from wave matching 2.9e-15
periodic alloy: 6 sites, energy 6.00+1.00j eV, mean depth -8 eV
half splitting 0.10 eV: tau error CPA 4.30e-08, average-t 2.47e-04 eV angstrom
half splitting 0.05 eV: tau error CPA 2.70e-09, average-t 6.21e-05 eV angstrom
error order: CPA 3.994, average-t 1.988
random chain: 60000 sites, 300 dropped at each end
DOS per eV per site and spin, imaginary energy 0.5 eV:
E 3.0 eV CPA:   A 0.13658, B 0.12504, mean 0.12850
E 3.0 eV chain: A 0.13683, B 0.12484, mean 0.12843
E 6.0 eV CPA:   A 0.08131, B 0.08633, mean 0.08482
E 6.0 eV chain: A 0.08131, B 0.08632, mean 0.08482
E 9.0 eV CPA:   A 0.06768, B 0.07309, mean 0.07147
E 9.0 eV chain: A 0.06767, B 0.07311, mean 0.07148
largest relative difference CPA to chain 0.18 per cent
```
